# How a condensed octahedral rotation hardens a polar mode

**Q.** Octahedra in a perovskite gate oxide can rotate, and titanium can move off centre in its oxygen cage. Why should the first motion affect the frequency of the second through the square of the angle, rather than the angle itself?

**A.** Symmetry removes the lower terms. Let $u$ be the uniform displacement of titanium relative to oxygen, and $\theta$ the amplitude of a staggered rotation, in which neighbouring octahedra turn in opposite senses about one axis. The reference crystal is cubic, with $u=\theta=0$.

Inversion about a titanium site reverses $u$ but leaves the rotation unchanged. Translation by one cell perpendicular to the rotation axis leaves $u$ unchanged but reverses $\theta$. Hence the energy is even in each variable separately. The terms $u\theta$, $u\theta^2$ and $u^2\theta$ are forbidden, and the lowest coupling is $u^2\theta^2$. To fourth order, per five-atom cell,

$$E=\tfrac12Au^2+\tfrac14Bu^4+\tfrac12C\theta^2+\tfrac14D\theta^4+\tfrac12Gu^2\theta^2 ,$$

with $B,D>0$. Strain, temperature and macroscopic electric field are held fixed. At finite temperature, $E$ is a mean-field free energy and its coefficients belong to that temperature.

**Q.** You have not said that $G$ is positive. Does a rotated cage not squeeze the titanium and stiffen it automatically?

**A.** No. A small bond model shows that either sign can occur. Put a cation at the centre of a square of four anions, each initially at distance $h$. Rotate the square at fixed lattice size by moving each anion sideways by $s$, so that every bond has length $r=\sqrt{h^2+s^2}$. For a pair energy $V(r)$, where $x$ is the bond component along the cation displacement,

$$\frac{\partial^2V}{\partial x^2}=V''\frac{x^2}{r^2}+\frac{V'}{r}\left(1-\frac{x^2}{r^2}\right).$$

Two bonds have $x^2=h^2$ and two have $x^2=s^2$, so $x^2/r^2$ sums to 2 over the four bonds, and so does $1-x^2/r^2$. The polar stiffness is therefore

$$K_{\rm b}=2\left(V''+\frac{V'}{r}\right),\qquad \frac{dK_{\rm b}}{d(s^2)}=\frac1{2r}\frac{dK_{\rm b}}{dr},$$

because $r^2=h^2+s^2$ gives $dr/d(s^2)=1/(2r)$.

For springs with natural length $h$, $V=\tfrac12k(r-h)^2$ gives $K_{\rm b}=2k(2-h/r)$. The slope at $s=0$ is $k/h^2$, which is positive. For an exponential repulsion $V=V_0e^{-(r-h)/\rho}$, the same differentiation gives

$$\left.\frac{dK_{\rm b}}{d(s^2)}\right|_{s=0}=\frac{V_0}{h}\left(-\frac1{\rho^3}+\frac1{\rho^2h}+\frac1{\rho h^2}\right).$$

With $\rho=0.2h$ the bracket is $(-125+25+5)/h^3$, so the slope is $-95V_0/h^4$. The rotation lengthens these bonds and weakens their repulsive stiffness. To call the coupling between the two motions repulsive thus means $G>0$ in the energy of the whole crystal, not repulsion between two ions. I take $G>0$ as a property of the material considered.

**Q.** Very well. What does it mean for the rotation to condense?

**A.** It means that the equilibrium angle is non-zero. The stationary conditions are

$$\frac{\partial E}{\partial u}=u(A+Bu^2+G\theta^2)=0,\qquad
\frac{\partial E}{\partial\theta}=\theta(C+D\theta^2+Gu^2)=0.$$

The state with $u=0$ and non-zero rotation has

$$\theta_0^2=-\frac CD,$$

which requires $C<0$. Its curvature along $\theta$ is $C+3D\theta_0^2=-2C>0$, so it is stable against a change of angle.

**Q.** But the polar displacement and the rotation are coupled. Surely the normal modes are mixtures, and you cannot read off a polar frequency.

**A.** The mixing is set by the mixed second derivative. The three second derivatives are

$$E_{uu}=A+3Bu^2+G\theta^2,\quad
E_{\theta\theta}=C+3D\theta^2+Gu^2,\quad
E_{u\theta}=2Gu\theta .$$

At $u=0$ the last one vanishes, however large $\theta_0$ is. Within this two-coordinate energy the harmonic modes therefore separate.

Let $m$ be the polar mode mass, taken as independent of angle. The equation of motion is $m\ddot u=-\partial E/\partial u$. Setting $\theta=\theta_0+\delta\theta$ and keeping first-order terms gives

$$m\ddot u=-(A+G\theta_0^2)u,$$

since $u\,\delta\theta$ is of second order. A solution varying as $\cos\omega t$ has

$$\omega^2=\frac{A+G\theta_0^2}{m}.$$

At zero rotation, with the same $A$ and $m$, the squared frequency is $\omega_{\rm bare}^2=A/m$. Subtraction gives

$$\boxed{\;\omega^2-\omega_{\rm bare}^2=\frac Gm\,\theta_0^2\;}$$

For $G>0$ this is a rise. It describes a stable oscillation if $K\equiv A+G\theta_0^2>0$.

**Q.** You froze the angle while the ion moved. If the octahedra relax, they should give back some of that stiffness.

**A.** They do relax, but too weakly to change the harmonic term. Let $\theta$ follow a static $u$. While it remains non-zero, its stationary condition gives $\theta^2=-(C+Gu^2)/D$. Substitution into the energy gives

$$E_{\min}(u)=\tfrac12Au^2+\tfrac14Bu^4-\frac{(C+Gu^2)^2}{4D}.$$

Expanding the square, and using $-C/D=\theta_0^2$ in the term proportional to $u^2$,

$$E_{\min}(u)=-\frac{C^2}{4D}+\tfrac12(A+G\theta_0^2)u^2+\tfrac14\left(B-\frac{G^2}{D}\right)u^4 .$$

The angle changes in proportion to $u^2$, so its relaxation enters the energy at order $u^4$. The quadratic coefficient is still $K$.

**Q.** Are two coordinates enough? A real crystal has many other modes.

**A.** They are enough if the others are stiff and the coefficients, $A$ as well as $G$, include their response. Suppose a third displacement $X$ has energy $\tfrac12K_XX^2+\lambda u\theta X$, which is allowed if $X$ is odd under both symmetry operations above. Minimising over $X$ gives $X=-\lambda u\theta/K_X$ and an energy $-\lambda^2u^2\theta^2/(2K_X)$. This replaces $G$ by $G-\lambda^2/K_X$. The quadratic law survives, but the rise requires this effective coefficient to be positive. This elimination fixes the static stiffness. The frequency also feels the inertia of $X$, which is dragged along by an amount that grows with the angle. With equal masses, $K_X$ twenty times $K$, $\lambda^2/K_X$ one third of the effective $G$ and the numbers used below, $\omega^2$ is 5% lower than $K/m$. If $X$ is as slow as $u$, it cannot be eliminated in this static way, and the modes must be solved together.

Direction matters too. For rotation about one axis, displacement along the axis and displacement perpendicular to it generally have different values of $G$.

**Q.** Could I then say that the frequency is proportional to the angle?

**A.** That holds in the special case $A=0$, where $\omega=\theta_0\sqrt{G/m}$. If $A>0$ and $G\theta_0^2\ll A$, expanding the square root gives

$$\omega\simeq\omega_{\rm bare}+\frac{G\theta_0^2}{2m\omega_{\rm bare}} .$$

The frequency shift is then quadratic in angle.

If $A<0$, the unrotated crystal is unstable against polar displacement. The rotation stabilises $u=0$ against small displacements once it exceeds

$$\theta_c=\sqrt{-A/G}.$$

Above that angle, $\omega^2=(G/m)(\theta_0^2-\theta_c^2)$. Close to it, $\theta_0^2-\theta_c^2\simeq2\theta_c(\theta_0-\theta_c)$, so $\omega$ grows as the square root of the excess angle.

**Q.** In a measurement I would change the temperature, not the angle. What would I see?

**A.** Take a continuous mean-field rotation transition at $T_s$, with $C=\alpha(T-T_s)$ and $\alpha>0$. Below $T_s$, $\theta_0^2=\alpha(T_s-T)/D$. If also $A=a(T-T_0)$ with $a>0$ and $T_0<T_s$, then, as long as $u=0$ remains stable,

$$m\frac{d\omega^2}{dT}=a\quad(T>T_s),\qquad
m\frac{d\omega^2}{dT}=a-\frac{G\alpha}{D}\quad(T<T_s).$$

The squared frequency has a kink at $T_s$. Cooling below $T_s$ hardens the mode if $G\alpha/D>a$; otherwise the rotation merely slows its softening. The rise in the boxed result is measured from the unrotated value extrapolated to the same temperature.

**Q.** Give me numbers for a gate oxide.

**A.** Consider rounded model parameters in the rough regime of calcium titanate at 300 K, reduced to one rotation axis and one polar direction:

- $A=-200$ eV/nm² and $B=5.0\times10^5$ eV/nm⁴
- $C=-0.0040$ eV/deg² and $D=4.0\times10^{-5}$ eV/deg⁴
- $G=3.0$ eV/(nm² deg²)

The equilibrium angle is $\theta_0=\sqrt{0.0040/(4.0\times10^{-5})}=10$ degrees. The polar stiffness becomes

$$K=-200+3.0\times10^2=100\ \text{eV/nm}^2 .$$

For the mass, let titanium (47.87 u) move against three oxygen atoms (48.00 u together). The reduced mass is $47.87\times48.00/95.87=23.97$ u. With it, $\hbar^2G/m=5.232$ meV²/deg², and the bare squared mode energy is $\hbar^2A/m=-348.8$ meV². Hence

$$(\hbar\omega)^2=-348.8+5.232\times100=174.4\ \text{meV}^2,$$

or $\hbar\omega=13.2$ meV, equivalent to 107 cm⁻¹. The negative bare value denotes an instability, not an oscillation.

**Q.** With $A$ negative, might the crystal prefer to polarise instead of rotating?

**A.** Not with these coefficients. A purely polar state gains $A^2/(4B)=20$ meV per cell, whereas rotation gains $C^2/(4D)=100$ meV. The polar state is also unstable against rotation: there $u^2=-A/B=4\times10^{-4}$ nm², and the curvature along $\theta$ is $C+Gu^2=-0.0028$ eV/deg².

The critical angle is $\sqrt{200/3.0}=8.16$ degrees. If $C$ is changed so that the rotation well at $u=0$ lies 0.5 degrees below this, minimising $E_{\min}$ gives $u^2=-K/(B-G^2/D)$, with $K=-23.7$ eV/nm² and $B-G^2/D=2.75\times10^5$ eV/nm⁴. The crystal then has both a rotation and a polar displacement of 0.0093 nm.

**Q.** A transistor engineer wants permittivity, not a phonon energy.

**A.** Let $Z=7$ be the mode charge in units of $e$, a rough value chosen for the model, $V=(0.385\ \text{nm})^3=0.0571$ nm³ the cell volume, and $\epsilon_\infty=6$ the electronic permittivity. A small static field $F$ gives $Ku=ZeF$, with $K$ in SI units in this relation. The ionic polarisation is $P=Zeu/V$, so

$$\epsilon=\epsilon_\infty+\frac{P}{\epsilon_0F}=\epsilon_\infty+\frac{Z^2e^2}{\epsilon_0VK}.$$

At $K=100$ eV/nm² the ionic part is 155, and $\epsilon=161$. The following values change the angle through $C$, with all other coefficients fixed.

| Angle (deg) | $K$ (eV/nm²) | $(\hbar\omega)^2$ (meV²) | $\epsilon$ |
|---:|---:|---:|---:|
| 0 | −200 | −349 | unstable |
| 8 | −8 | −14 | unstable |
| 9 | 43 | 75 | 367 |
| 10 | 100 | 174 | 161 |
| 11 | 163 | 284 | 101 |
| 12 | 232 | 405 | 73 |

The squared mode energy rises linearly with $\theta_0^2$. The permittivity changes steeply near the critical angle because its ionic part varies as $1/K$. In this model a smaller rotation raises the permittivity, provided that $G>0$, the other coefficients stay fixed and the angle remains above critical.

**Q.** A gate field is not infinitesimal, and a chip gets warm. Do your numbers survive?

**A.** At fixed strain, and with the rough inputs chosen, the stiffness and permittivity move by less than a tenth in the two cases below. At 0.5 MV/cm, or 0.05 V/nm, the force is $7\times0.05=0.35$ eV/nm. Numerical minimisation of $E-ZeFu$ gives $u=0.0034$ nm. The second derivative of $E_{\min}$ is

$$K+3\left(B-\frac{G^2}{D}\right)u^2=109.5\ \text{eV/nm}^2 .$$

The differential permittivity falls from 161 to 148, about 8% of its zero-field value. For a gate on silicon this is an extreme case: with so high a permittivity, the field corresponds to a sheet charge of about $4\times10^{13}$ elementary charges per cm², several times an ordinary channel charge. At 0.1 MV/cm, or about $0.9\times10^{13}$ per cm², the permittivity falls by less than 1%. Both results hold every strain fixed. If the film can change thickness, a strain coupled to $u^2$ lowers the effective $B$ and can weaken or even reverse the fall in permittivity. The stiffness used here is static. The vibrational modes now mix, because $E_{u\theta}$ is no longer zero.

For warming from 300 to 400 K, I used a classical lattice estimate. It adds $\tfrac12k_B\Delta T$ times the wavevector average of the logarithm of the determinant of the $2\times2$ stiffness matrix. The diagonal entries receive a dispersion $J(3-\cos q_x-\cos q_y-\cos q_z)$, with rough values $J=500$ eV/nm² for $u$ and 0.010 eV/deg² for $\theta$. On a $10\times10\times10$ grid, minimisation gives an angle of 9.94 degrees and a stiffness of 106 eV/nm².

The smaller angle alone would lower $K$ to about 96 eV/nm²; the curvature of the fluctuation term adds about 10. This is an order-of-size estimate. The top of the polar branch lies at 74 meV, well above $k_BT=26$ meV at 300 K, so a classical treatment exaggerates the thermal growth of its stiffest vibrations. The other polar and rotational components are also absent. The result depends on the rough dispersion: halving $J$ for $u$ gives a stiffness of 113 eV/nm², and doubling it gives 103. Measured bulk calcium titanate loses more than a tenth of its permittivity over this range, against about 6% in this estimate.

**Q.** And is an angle of 10 degrees small enough for a quadratic law?

**A.** That depends on what the coupling follows. At fixed lattice size the oxygens move sideways, as in the bond model, so the octahedron stretches slightly and the oxygen displacement is proportional to $\tan\theta$. If the stiffness followed $\tan^2\theta$ instead of $\theta^2$, with the same initial slope, $K$ would be 106 instead of 100 eV/nm². The rise of 300 eV/nm² changes by 2%, but the remaining stiffness changes by 6%, because it is the difference between two larger numbers. This is an example, not a bound: a term in the stiffness proportional to the fourth power of the oxygen displacement would enter at the same order in angle, with either sign.

**Q.** You have held the strain fixed throughout. Rotating rigid octahedra should shrink the lattice.

**A.** That is the largest omission I have estimated. Add an in-plane strain $\eta$, measured from the unrotated lattice:

$$E_\eta=\tfrac12c\eta^2+\tfrac12g\eta u^2+\tfrac12h_\eta\eta\theta^2 .$$

If the strain is free, $\partial E_\eta/\partial\eta=0$ gives $\eta=-(gu^2+h_\eta\theta^2)/(2c)$. Substitution gives $E_\eta=-(gu^2+h_\eta\theta^2)^2/(8c)$. Its cross term is $-gh_\eta u^2\theta^2/(4c)$, and comparison with $\tfrac12\Delta G\,u^2\theta^2$ yields

$$\Delta G=-\frac{gh_\eta}{2c}.$$

The square law remains, but its slope depends on how the film is held. Rigid rotation gives an in-plane strain $\cos\theta-1\simeq-\theta^2/2$, with $\theta$ in radians. Matching this to the free strain at $u=0$ gives $h_\eta=c(\pi/180)^2$ for angles in degrees, so $c$ cancels from $\Delta G$. At 10 degrees the strain is −1.5%.

Take $|g|=10^4$ eV/nm² per unit strain as a rough size. At a fixed angle of 10 degrees, releasing the strain gives $G=4.5$ eV/(nm² deg²) and $K=252$ eV/nm² for negative $g$. For positive $g$ it gives $G=1.5$ and $K=-52$ in the same units, so the unpolarised state is unstable at that angle. Free strain also lowers the effective $D$ and lets the angle grow, which raises $K$ again. It lowers the effective $B$ as well, by $g^2/(2c)$. Whether the unpolarised state survives then depends on $c$, for either sign of $g$. At $c=260$ or 300 eV per cell it is the minimum for both signs. At $c=110$ eV a purely polar state lies lower for both signs, at a strain far outside the range of this expansion. Coefficients found for a free crystal therefore cannot be transferred unchanged to a clamped film.

**Q.** How close is this to actual calcium titanate in a gate stack?

**A.** The model shares its regime, not its full structure. At room temperature calcium titanate is a non-polar perovskite with rotations about more than one axis, of the order of 10 degrees, and a bulk permittivity of roughly 170. The parameters were placed in that range, so the value 161 is not a prediction. The single rotation axis and single polar direction are structural simplifications, and so is the absence of calcium. In the real crystal calcium takes a large part in the polar motion and in its suppression by rotation. The positive $G$ is therefore an assumed property of the whole mode and should not be traced to the titanium–oxygen cage alone.

A film on silicon need not have the strain assumed here. At fixed angle, an error of 0.1% shifts $K$ by about 10 eV/nm² with the rough $g$ above. The permittivity then lies near 179 or 147, depending on the sign. The lattice misfit of calcium titanate on silicon is larger, about 0.4%, which by the same rule gives about 265 or 117. In a real film the strain also changes the angle, which can enlarge or reduce this shift. Interface layers and leakage are outside the model, so 161 describes the interior of the oxide, not the permittivity of a complete gate stack.

All numerical values are calculated from the stated model.
